# Crossover between hopping and exchange in adatom diffusion: verification in Python

```python
"""
Result under test: an adatom hops at rate k_h = nu_h exp(-E_h/(k_B T)) and
exchanges with a surface atom at rate k_x = nu_x exp(-E_x/(k_B T)).
The rates are equal only at T* = (E_x - E_h) / (k_B ln(nu_x/nu_h)), about
252 K for the parameters below; exchange is the faster process above T*.
E: barriers, nu: prefactors (all directions together), T: temperature,
d: spacing of a square lattice of adatom sites, D: diffusion coefficient.
Hops have length d along the axes, exchanges sqrt(2) d along the diagonals.
"""
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import expm_multiply

KB_EV = physical_constants["Boltzmann constant in eV/K"][0]
KB_HARTREE = physical_constants["kelvin-hartree relationship"][0]
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TIME_AU = physical_constants["atomic unit of time"][0]

E_HOP, NU_HOP = 0.40, 1.0e12       # eV, 1/s
E_EXC, NU_EXC = 0.50, 1.0e14       # eV, 1/s
SPACING = 3.0                      # angstrom


def rate(barrier, prefactor, temperature):
    """Arrhenius rate in 1/s."""
    return prefactor * np.exp(-barrier / (KB_EV * temperature))


def both_rates(temperature):
    return (rate(E_HOP, NU_HOP, temperature),
            rate(E_EXC, NU_EXC, temperature))


def crossover_by_search(e_hop, nu_hop, e_exc, nu_exc):
    """Equal-rate temperature by root search, carried out in atomic units."""
    def log_rate_au(barrier, prefactor, temperature):
        return (np.log(prefactor * TIME_AU)
                - barrier / HARTREE_EV / (KB_HARTREE * temperature))

    def difference(temperature):
        return (log_rate_au(e_exc, nu_exc, temperature)
                - log_rate_au(e_hop, nu_hop, temperature))
    return brentq(difference, 50.0, 2000.0, xtol=1e-10)


def crossover_formula(delta_e, ratio):
    return delta_e / (KB_EV * np.log(ratio))


# Crossover: root search against closed formula
delta_e = E_EXC - E_HOP
prefactor_ratio = NU_EXC / NU_HOP
t_search = crossover_by_search(E_HOP, NU_HOP, E_EXC, NU_EXC)
t_star = crossover_formula(delta_e, prefactor_ratio)
assert abs(t_search - t_star) < 1e-4
assert abs(t_search - 252.0) < 0.5

# One crossover only, with exchange faster on the hot side
grid = np.linspace(50.0, 2000.0, 4000)
hop_grid, exc_grid = both_rates(grid)
assert np.all((exc_grid > hop_grid) == (grid > t_search))
assert np.all(np.diff(exc_grid / hop_grid) > 0)
assert np.allclose(exc_grid / hop_grid,
                   prefactor_ratio ** (1 - t_star / grid), rtol=1e-9)
# With equal prefactors exchange never wins
assert np.all(rate(E_EXC, NU_HOP, grid) < hop_grid)

# Common rate at the crossover, from a formula free of k_B
hop_star, exc_star = both_rates(t_search)
common_rate = NU_HOP * prefactor_ratio ** (-E_HOP / delta_e)
assert np.isclose(hop_star, common_rate, rtol=1e-5)
assert np.isclose(exc_star, common_rate, rtol=1e-5)


def exchange_first_by_quadrature(k_hop, k_exc):
    """Probability that exchange comes first; time in units of 1/k_hop."""
    r = k_exc / k_hop
    return quad(lambda u: r * np.exp(-r * u) * np.exp(-u), 0, np.inf)[0]


def apparent_barrier_by_difference(temperature):
    """Minus the slope of ln(total rate) against 1/(k_B T), in eV."""
    beta, step = 1 / (KB_EV * temperature), 1e-3

    def log_total(b):
        return np.log(sum(both_rates(1 / (KB_EV * b))))
    return -(log_total(beta + step) - log_total(beta - step)) / (2 * step)


table = []
for temperature in (150.0, 200.0, t_star, 300.0, 400.0):
    k_hop, k_exc = both_rates(temperature)
    share = k_exc / (k_hop + k_exc)
    barrier = (k_hop * E_HOP + k_exc * E_EXC) / (k_hop + k_exc)
    assert abs(exchange_first_by_quadrature(k_hop, k_exc) - share) < 1e-7
    assert abs(apparent_barrier_by_difference(temperature) - barrier) < 1e-6
    table.append((temperature, k_hop, k_exc, k_exc / k_hop, share, barrier))

# Master equation on a periodic lattice, too large for the walker to wrap
SIZE = 41
shift = sparse.csr_matrix(np.roll(np.eye(SIZE), 1, axis=0))
neighbours = shift + shift.T
unit = sparse.identity(SIZE)
hop_moves = (sparse.kron(neighbours, unit)
             + sparse.kron(unit, neighbours)) / 4
exc_moves = sparse.kron(neighbours, neighbours) / 4
stay = sparse.identity(SIZE * SIZE)
axis = np.arange(SIZE) - SIZE // 2
squared_distance = (axis[:, None] ** 2 + axis[None, :] ** 2).ravel()


def diffusion_by_master_equation(k_hop, k_exc):
    """Mean squared displacement / (4 time), in angstrom^2/s."""
    time = 3.0 / (k_hop + k_exc)
    generator = (k_hop * time * (hop_moves - stay)
                 + k_exc * time * (exc_moves - stay)).tocsr()
    start = np.zeros(SIZE * SIZE)
    start[(SIZE * SIZE) // 2] = 1.0
    final = expm_multiply(generator, start)
    return SPACING ** 2 * (final @ squared_distance) / (4 * time)


for temperature in (200.0, t_star, 300.0):
    k_hop, k_exc = both_rates(temperature)
    formula = (k_hop + 2 * k_exc) * SPACING ** 2 / 4
    assert np.isclose(diffusion_by_master_equation(k_hop, k_exc),
                      formula, rtol=1e-7)

# Equal contributions to D, and the window below T*
t_diff = crossover_formula(delta_e, 2 * prefactor_ratio)
hop_diff, exc_diff = both_rates(t_diff)
assert np.isclose(diffusion_by_master_equation(hop_diff, 0.0),
                  diffusion_by_master_equation(0.0, exc_diff), rtol=1e-7)
t_window = 235.0
hop_window, exc_window = both_rates(t_window)
d_hop_window = diffusion_by_master_equation(hop_window, 0.0)
d_exc_window = diffusion_by_master_equation(0.0, exc_window)
assert t_diff < t_window < t_star
assert hop_window > exc_window and d_exc_window > d_hop_window

# Sensitivity of the crossover to the inputs
variations = []
for change_e, factor in ((-0.01, 1.0), (0.01, 1.0), (0.0, 0.5), (0.0, 2.0)):
    found = crossover_by_search(E_HOP, NU_HOP, E_EXC + change_e,
                                NU_EXC * factor)
    expected = crossover_formula(delta_e + change_e,
                                 prefactor_ratio * factor)
    assert abs(found - expected) < 1e-4
    variations.append((delta_e + change_e, prefactor_ratio * factor, found))

print(f"hopping barrier = {E_HOP:.2f} eV, prefactor = {NU_HOP:.0e} 1/s")
print(f"exchange barrier = {E_EXC:.2f} eV, prefactor = {NU_EXC:.0e} 1/s")
print(f"Boltzmann constant = {KB_EV:.6e} eV/K")
print(f"barrier difference = {delta_e:.2f} eV")
print(f"prefactor ratio R = {prefactor_ratio:.0f}")
print(f"ln R = {np.log(prefactor_ratio):.5f}")
print(f"crossover T*, closed formula = {t_star:.2f} K")
print(f"crossover T*, root search = {t_search:.2f} K")
print(f"thermal energy k_B T* = {KB_EV * t_star:.5f} eV")
print(f"E_hop/(k_B T*) = {E_HOP / (KB_EV * t_star):.2f}")
print(f"E_exc/(k_B T*) = {E_EXC / (KB_EV * t_star):.2f}")
print(f"common rate at T* = {common_rate:.4e} 1/s")
print("columns: T (K), k_hop (1/s), k_exc (1/s), k_exc/k_hop,")
print("         probability exchange is next, apparent barrier (eV)")
for row in table:
    print("{:7.2f} {:.3e} {:.3e} {:8.4f} {:.4f} {:.4f}".format(*row))
print(f"site spacing d = {SPACING:.1f} angstrom")
print(f"equal contributions to D at T_D = {t_diff:.2f} K")
print(f"k_hop/k_exc at T_D = {hop_diff / exc_diff:.4f}")
print(f"at {t_window:.0f} K: k_hop = {hop_window:.3e} 1/s")
print(f"at {t_window:.0f} K: k_exc = {exc_window:.3e} 1/s")
print(f"at {t_window:.0f} K: D from hops = {d_hop_window:.3e} angstrom^2/s")
print(f"at {t_window:.0f} K: D from exchange = "
      f"{d_exc_window:.3e} angstrom^2/s")
print("sensitivity: barrier difference (eV), R, crossover (K)")
for row in variations:
    print("{:.2f} {:5.0f} {:7.2f}".format(*row))
print("done: every assertion held")
```

Output:

```
hopping barrier = 0.40 eV, prefactor = 1e+12 1/s
exchange barrier = 0.50 eV, prefactor = 1e+14 1/s
Boltzmann constant = 8.617333e-05 eV/K
barrier difference = 0.10 eV
prefactor ratio R = 100
ln R = 4.60517
crossover T*, closed formula = 251.99 K
crossover T*, root search = 251.99 K
thermal energy k_B T* = 0.02171 eV
E_hop/(k_B T*) = 18.42
E_exc/(k_B T*) = 23.03
common rate at T* = 1.0000e+04 1/s
columns: T (K), k_hop (1/s), k_exc (1/s), k_exc/k_hop,
         probability exchange is next, apparent barrier (eV)
 150.00 3.636e-02 1.588e-03   0.0437 0.0418 0.4042
 200.00 8.326e+01 2.515e+01   0.3021 0.2320 0.4232
 251.99 1.000e+04 1.000e+04   1.0000 0.5000 0.4500
 300.00 1.907e+05 3.984e+05   2.0897 0.6763 0.4676
 400.00 9.125e+06 5.015e+07   5.4961 0.8461 0.4846
site spacing d = 3.0 angstrom
equal contributions to D at T_D = 219.02 K
k_hop/k_exc at T_D = 2.0000
at 235 K: k_hop = 2.640e+03 1/s
at 235 K: k_exc = 1.893e+03 1/s
at 235 K: D from hops = 5.941e+03 angstrom^2/s
at 235 K: D from exchange = 8.517e+03 angstrom^2/s
sensitivity: barrier difference (eV), R, crossover (K)
0.09   100  226.79
0.11   100  277.19
0.10    50  296.64
0.10   200  219.02
done: every assertion held
```
